# Spin-Wave Frequency Difference from Interfacial Coupling in a Thin Film: verification in Python

```python
"""Spin-wave nonreciprocity from the interfacial Dzyaloshinskii-Moriya (DM) term.

Result under test, with hbar = 1:
    omega(k) - omega(-k) = -4 D k (m0 . y) / s
Film normal z, wavevector k along x, uniform equilibrium direction m0.
D: DM constant (energy/area), in the energy density
   D (m_z dm_x/dx - m_x dm_z/dx);  s: angular-momentum density M/gamma.
A: exchange stiffness, K: normal anisotropy, K_d = mu0 M^2/2,
h: Zeeman energy density M B, d: film thickness.
Numbers are in eV and angstrom; mode frequencies are energies hbar*omega.
"""
import numpy as np
from scipy import constants as const

EV = const.e
ANG = const.angstrom
MU_B = const.physical_constants["Bohr magneton"][0]
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]

# Chosen inputs
D_SI = 1.0e-3              # J/m^2
k = 0.002                  # 1/angstrom
d = 10.0                   # angstrom
moment_density = 0.1       # Bohr magnetons per cubic angstrom
g_factor = 2.0
A = 0.01                   # eV/angstrom
K = 2.0e-6                 # eV/angstrom^3
zeeman_quantum = 2.0e-5    # g mu_B B in eV

# Derived inputs
D = D_SI * ANG**2 / EV
s = moment_density / g_factor
h = s * zeeman_quantum
M_SI = moment_density * MU_B / ANG**3
K_d = 0.5 * const.mu_0 * M_SI**2 * ANG**3 / EV


def demag_fem(wave, thickness, elements=200):
    """Averaged demagnetizing tensor (x, z) from the magnetostatic weak form.

    Outside the film the potential decays as exp(-|wave| distance).
    """
    step = thickness / elements
    nodes = elements + 1
    diagonal = np.full(nodes, 2.0)
    diagonal[[0, -1]] = 1.0
    neighbours = np.eye(nodes, k=1) + np.eye(nodes, k=-1)
    stiffness = (np.diag(diagonal) - neighbours) / step
    mass = step * (np.diag(diagonal) / 3 + neighbours / 6)
    system = stiffness + wave**2 * mass
    system[0, 0] += abs(wave)
    system[-1, -1] += abs(wave)
    weights = step * diagonal / 2
    source_x = -1j * wave * weights
    source_z = np.zeros(nodes, dtype=complex)
    source_z[0], source_z[-1] = -1.0, 1.0
    phi = np.linalg.solve(system, np.column_stack([source_x, source_z]))
    minus_hx = 1j * wave * (weights @ phi) / thickness
    minus_hz = (phi[-1] - phi[0]) / thickness
    return np.array([minus_hx, minus_hz])


def demag_P(wave, thickness):
    t = abs(wave) * thickness
    return 1 + np.expm1(-t) / t


for test_wave in (k, -k, 0.15, -0.15):
    P_test = demag_P(test_wave, d)
    expected = np.diag([P_test, 1 - P_test])
    assert np.allclose(demag_fem(test_wave, d), expected, rtol=1e-4, atol=1e-8)

# Periodic line with spectral derivatives; k is its first harmonic.
POINTS = 15
length = 2 * np.pi / k
positions = np.arange(POINTS) * length / POINTS
waves = 2 * np.pi * np.fft.fftfreq(POINTS, length / POINTS)
fourier = np.exp(1j * np.outer(positions, waves)) / np.sqrt(POINTS)


def from_symbol(symbol):
    return ((fourier * symbol) @ fourier.conj().T).real


derivative = from_symbol(1j * waves)
gradient_square = derivative.T @ derivative
normal_projector = np.diag([0.0, 0.0, 1.0])
along_projector = np.diag([1.0, 0.0, 0.0])
dm_components = np.zeros((3, 3))
dm_components[2, 0], dm_components[0, 2] = 1.0, -1.0


def film_energy_matrix(D_value, A_value, K_value, thickness):
    """Matrix E such that the Cartesian internal energy is m^T E m."""
    symbol_x = np.zeros(POINTS)
    symbol_z = np.ones(POINTS)
    for index, wave in enumerate(waves):
        if wave != 0:
            tensor = demag_fem(wave, thickness)
            symbol_x[index] = tensor[0, 0].real
            symbol_z[index] = tensor[1, 1].real
    return (np.kron(np.eye(3), A_value * gradient_square)
            + np.kron(dm_components, D_value * derivative)
            + K_d * np.kron(along_projector, from_symbol(symbol_x))
            + K_d * np.kron(normal_projector, from_symbol(symbol_z))
            - K_value * np.kron(normal_projector, np.eye(POINTS)))


def torque_jacobian(energy_matrix, direction, field_density):
    """Numerical Jacobian of dm/dt = m x (dW/dm) / s at a uniform state.

    The applied field is set so that the total effective field lies along
    the equilibrium direction with strength field_density.
    """
    size = energy_matrix.shape[0]
    state = np.kron(direction, np.ones(size // 3))
    hessian = energy_matrix + energy_matrix.T
    applied = hessian @ state + field_density * state

    def torque(m):
        slope = hessian @ m - applied
        return np.cross(m.reshape(3, -1), slope.reshape(3, -1),
                        axis=0).ravel() / s

    jacobian = np.empty((size, size))
    step = 0.5  # central difference is exact for this quadratic function
    for column in range(size):
        shift = np.zeros(size)
        shift[column] = step
        jacobian[:, column] = (torque(state + shift)
                               - torque(state - shift)) / (2 * step)
    return jacobian


def lowest_mode(jacobian, wave):
    plane = np.exp(1j * wave * positions)[:, None] / np.sqrt(POINTS)
    basis = np.kron(np.eye(jacobian.shape[0] // POINTS), plane)
    block = basis.conj().T @ jacobian @ basis
    omega = 1j * np.linalg.eigvals(block)
    assert np.max(np.abs(omega.imag)) < 1e-9
    return np.min(omega.real[omega.real > 1e-7])


def splitting(jacobian, wave):
    return lowest_mode(jacobian, wave) - lowest_mode(jacobian, -wave)


def stiffnesses(wave):
    P = demag_P(wave, d)
    common = h + 2 * A * wave**2
    return common + 2 * K_d * P, common + 2 * K_d * (1 - P) - 2 * K


def dispersion(wave):
    a_u, a_v = stiffnesses(wave)
    return (np.sqrt(a_u * a_v) - 2 * D * wave) / s


# Full dispersion and linearity in k, against the nonlinear torque.
y_axis = np.array([0.0, 1.0, 0.0])
base_energy = film_energy_matrix(D, A, K, d)
base_jacobian = torque_jacobian(base_energy, y_axis, h)
for harmonic in (1, 2, 3, 5):
    q = harmonic * k
    for signed in (q, -q):
        assert np.isclose(lowest_mode(base_jacobian, signed),
                          dispersion(signed), rtol=1e-5)
    assert np.isclose(splitting(base_jacobian, q), -4 * D * q / s, rtol=1e-6)

# Direction of the magnetization, including normal and parallel cases.
tilt = np.pi / 3
directions = {
    "reversed": -y_axis,
    "normal": np.array([0.0, 0.0, 1.0]),
    "parallel": np.array([1.0, 0.0, 0.0]),
    "tilted": np.array([0.0, np.cos(tilt), np.sin(tilt)]),
    "oblique": np.array([0.48, 0.6, 0.64]),
}
direction_split = {}
for name, direction in directions.items():
    result = splitting(torque_jacobian(base_energy, direction, h), k)
    direction_split[name] = result
    assert np.isclose(result, -4 * D * k * direction[1] / s,
                      rtol=1e-6, atol=1e-11)

# Even terms must cancel: change each of them, and remove the DM term.
for A_try, K_try, d_try, h_try in ((2 * A, K, d, h), (A, 0.0, d, h),
                                   (A, K, 3 * d, h), (A, K, d, 3 * h)):
    changed = torque_jacobian(film_energy_matrix(D, A_try, K_try, d_try),
                              y_axis, h_try)
    assert abs(lowest_mode(changed, k) / dispersion(k) - 1) > 1e-3
    assert np.isclose(splitting(changed, k), -4 * D * k / s, rtol=1e-6)
without_dm = torque_jacobian(film_energy_matrix(0.0, A, K, d), y_axis, h)
split_without_dm = splitting(without_dm, k)
assert abs(split_without_dm) < 1e-11


def layered_splitting(layers, layer_thickness, interface_strength):
    """DM energy in the bottom layer only; local thin-film demagnetization."""
    bonds = np.diff(np.eye(layers), axis=0)
    across = A * bonds.T @ bonds / layer_thickness**2
    layer_D = np.zeros(layers)
    layer_D[0] = interface_strength / layer_thickness
    exchange = (np.kron(np.eye(layers), A * gradient_square)
                + np.kron(across, np.eye(POINTS)))
    energy = (np.kron(np.eye(3), exchange)
              + np.kron(dm_components, np.kron(np.diag(layer_D), derivative))
              + (K_d - K) * np.kron(normal_projector,
                                    np.eye(layers * POINTS)))
    return splitting(torque_jacobian(energy, y_axis, h), k)


D_s = D * d
layer_step = 2.0
split_thin = layered_splitting(5, layer_step, D_s)
split_thick = layered_splitting(10, layer_step, D_s)
for thickness, result in ((d, split_thin), (2 * d, split_thick)):
    assert np.isclose(result, -4 * D_s * k / (thickness * s), rtol=1e-3)

# Stability of the uniform state against waves along x.
scan = np.concatenate([-np.geomspace(1e-6, 0.2, 4000),
                       np.geomspace(1e-6, 0.2, 4000)])
scan_energy = np.array([dispersion(q) for q in scan])
assert min(min(stiffnesses(q)) for q in scan) > 0
assert scan_energy.min() > 0
lowest_index = np.argmin(scan_energy)

# Unit checks: SI frequency and atomic-unit energy densities.
difference = abs(dispersion(k) - dispersion(-k))
frequency_GHz = difference * EV / const.h / 1e9
gamma_SI = g_factor * MU_B / const.hbar
frequency_SI = 2 * gamma_SI * D_SI * (k / ANG) / (np.pi * M_SI)
assert np.isclose(frequency_GHz * 1e9, frequency_SI, rtol=1e-8)
M_au = 0.5 * moment_density * (BOHR / ANG)**3
K_d_au = 2 * np.pi * const.fine_structure**2 * M_au**2
assert np.isclose(K_d_au * HARTREE / EV * (ANG / BOHR)**3, K_d, rtol=1e-7)
D_au = D_SI * BOHR**2 / HARTREE
difference_au = 2 * g_factor * D_au * (k * BOHR / ANG) / M_au
assert np.isclose(difference_au * HARTREE / EV, difference, rtol=1e-7)

a_u, a_v = stiffnesses(k)
print(f"DM constant, given: {D_SI * 1e3:.3f} mJ/m^2")
print(f"DM constant D: {D:.5e} eV/angstrom^2")
print(f"wavevector k: {k:.4f} 1/angstrom")
print(f"wavelength: {length:.1f} angstrom")
print(f"film thickness d: {d:.1f} angstrom")
print(f"moment density: {moment_density:.3f} mu_B/angstrom^3")
print(f"g factor: {g_factor:.1f} (no unit)")
print(f"spin density s: {s:.4f} hbar/angstrom^3")
print(f"exchange stiffness A: {A:.4f} eV/angstrom")
print(f"anisotropy K: {K:.4e} eV/angstrom^3")
print(f"Zeeman quantum: {zeeman_quantum:.4e} eV")
print(f"Zeeman density h: {h:.4e} eV/angstrom^3")
print(f"dipolar density K_d: {K_d:.4e} eV/angstrom^3")
print(f"demagnetizing factor P: {demag_P(k, d):.6f} (no unit)")
print(f"exchange term 2Ak^2: {2 * A * k**2:.4e} eV/angstrom^3")
print(f"stiffness a_u: {a_u:.4e} eV/angstrom^3")
print(f"stiffness a_v: {a_v:.4e} eV/angstrom^3")
print(f"even part sqrt(a_u a_v)/s: {np.sqrt(a_u * a_v) / s:.4e} eV")
print(f"DM shift 2Dk/s: {2 * D * k / s:.4e} eV")
print(f"mode energy at +k, m0=+y: {dispersion(k):.4e} eV")
print(f"mode energy at -k, m0=+y: {dispersion(-k):.4e} eV")
print(f"difference, formula: {difference:.5e} eV")
print(f"difference, torque: {abs(splitting(base_jacobian, k)):.5e} eV")
print(f"frequency difference: {frequency_GHz:.4f} GHz")
print(f"signed split, m0=+y: {splitting(base_jacobian, k):.4e} eV")
print(f"signed split, m0=-y: {direction_split['reversed']:.4e} eV")
print(f"tilt out of plane: {np.degrees(tilt):.1f} degrees")
print(f"signed split, tilted m0: {direction_split['tilted']:.4e} eV")
print(f"split size, m0=z: {abs(direction_split['normal']):.9f} eV")
print(f"split size, m0=x: {abs(direction_split['parallel']):.9f} eV")
print(f"split size, D=0: {abs(split_without_dm):.9f} eV")
print(f"interface strength D_s: {D_s:.5e} eV/angstrom")
print(f"layered split, {d:.0f} angstrom: {abs(split_thin):.4e} eV")
print(f"layered split, {2 * d:.0f} angstrom: {abs(split_thick):.4e} eV")
print(f"lowest mode energy in scan: {scan_energy.min():.4e} eV")
print(f"wavevector of lowest mode: {scan[lowest_index]:.5f} 1/angstrom")
print("all assertions hold")
```

Printed output:

```
DM constant, given: 1.000 mJ/m^2
DM constant D: 6.24151e-05 eV/angstrom^2
wavevector k: 0.0020 1/angstrom
wavelength: 3141.6 angstrom
film thickness d: 10.0 angstrom
moment density: 0.100 mu_B/angstrom^3
g factor: 2.0 (no unit)
spin density s: 0.0500 hbar/angstrom^3
exchange stiffness A: 0.0100 eV/angstrom
anisotropy K: 2.0000e-06 eV/angstrom^3
Zeeman quantum: 2.0000e-05 eV
Zeeman density h: 1.0000e-06 eV/angstrom^3
dipolar density K_d: 3.3729e-06 eV/angstrom^3
demagnetizing factor P: 0.009934 (no unit)
exchange term 2Ak^2: 8.0000e-08 eV/angstrom^3
stiffness a_u: 1.1470e-06 eV/angstrom^3
stiffness a_v: 3.7588e-06 eV/angstrom^3
even part sqrt(a_u a_v)/s: 4.1528e-05 eV
DM shift 2Dk/s: 4.9932e-06 eV
mode energy at +k, m0=+y: 3.6535e-05 eV
mode energy at -k, m0=+y: 4.6521e-05 eV
difference, formula: 9.98641e-06 eV
difference, torque: 9.98641e-06 eV
frequency difference: 2.4147 GHz
signed split, m0=+y: -9.9864e-06 eV
signed split, m0=-y: 9.9864e-06 eV
tilt out of plane: 60.0 degrees
signed split, tilted m0: -4.9932e-06 eV
split size, m0=z: 0.000000000 eV
split size, m0=x: 0.000000000 eV
split size, D=0: 0.000000000 eV
interface strength D_s: 6.24151e-04 eV/angstrom
layered split, 10 angstrom: 9.9864e-06 eV
layered split, 20 angstrom: 4.9932e-06 eV
lowest mode energy in scan: 3.6514e-05 eV
wavevector of lowest mode: 0.00222 1/angstrom
all assertions hold
```
